# Spacelike vacuum polarization in the muon anomaly and its integrand peak: verification in Python

```python
"""
Result under test: one vacuum-polarization insertion in the one-loop vertex of
a lepton of mass m changes its anomaly a = (g-2)/2 by
    a = (alpha/pi) * integral_0^1 dx (1-x) * Dalpha(-Q2),  Q2 = x^2 m^2/(1-x),
and the integrand peaks where dln(Dalpha)/dln(Q2) = x/(2-x).
Symbols: x integration variable; Q2 spacelike squared momentum; Dalpha shift of
the running coupling, zero at Q2 = 0; M mass of the lepton in the loop;
s squared mass of a state in the spectrum. Inside the program hbar = c = m = 1,
vp is Dalpha in units of alpha/pi, and anomalies are in units (alpha/pi)^2
until printed. Energies are printed in eV and lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# ---------- Dirac matrices and spinors (external mass 1) ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
one4 = np.eye(4, dtype=complex)
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), sig) for sig in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def slash(p):
    return sum(metric[i] * p[i] * gamma[i] for i in range(4))


def spinor(p, spin):
    return (slash(p) + one4)[:, spin] / np.sqrt(p[0] + 1)


def breit(q):
    energy = np.sqrt(1 + q * q / 4)
    return np.array([energy, 0, 0, -q / 2]), np.array([energy, 0, 0, q / 2])


def sandwich(matrix, q, spin_out, spin_in):
    p_in, p_out = breit(q)
    return spinor(p_out, spin_out).conj() @ gamma[0] @ matrix @ spinor(p_in, spin_in)


def vertex_numerator(mu, q, k):
    p_in, p_out = breit(q)
    core = (slash(p_out - k) + one4) @ gamma[mu] @ (slash(p_in - k) + one4)
    return sum(metric[n] * gamma[n] @ core @ gamma[n] for n in range(4))


# ---------- longitudinal photon terms leave only gamma^mu ----------
k_test, q_test = np.array([0.37, 0.61, -0.28, 0.83]), 0.9
p_in, p_out = breit(q_test)


def minkowski_square(p):
    return np.sum(metric * p * p)


for mu in range(4):
    for spin_in in (0, 1):
        core = (slash(p_out - k_test) + one4) @ gamma[mu] @ (slash(p_in - k_test) + one4)
        core = slash(k_test) @ core @ slash(k_test)
        core = core / ((minkowski_square(p_out - k_test) - 1)
                       * (minkowski_square(p_in - k_test) - 1))
        assert abs(sandwich(core, q_test, 0, spin_in)
                   - sandwich(gamma[mu], q_test, 0, spin_in)) < 1e-10


# ---------- numerator of F2(0): magnetic minus electric form factor ----------
def anomaly_numerator(k0, k_length, q=1e-5):
    values = []
    for axis in range(3):
        for sign in (1, -1):
            k = np.zeros(4)
            k[0], k[axis + 1] = k0, sign * k_length
            top = (sandwich(vertex_numerator(1, q, k), q, 0, 1)
                   - sandwich(vertex_numerator(1, -q, k), -q, 0, 1))
            bottom = sandwich(gamma[1], q, 0, 1) - sandwich(gamma[1], -q, 0, 1)
            electric = (sandwich(vertex_numerator(0, 0.0, k), 0.0, 0, 0)
                        / sandwich(gamma[0], 0.0, 0, 0))
            values.append(top / bottom - electric)
    return np.mean(values).real


n_const = anomaly_numerator(0, 0)
n_plus, n_minus = anomaly_numerator(1, 0), anomaly_numerator(-1, 0)
n_lin = (n_plus - n_minus) / 2
n_time = (n_plus + n_minus) / 2 - n_const
n_space = anomaly_numerator(0, 1) - n_const
assert np.allclose([n_const, n_lin, n_time, n_space], [0, -4, 4, 4 / 3], atol=1e-7)

# ---------- direct Euclidean loop integral, no Feynman parameters ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
u_nodes, u_weights = (nodes + 1) / 2, weights / 2
K_nodes = u_nodes / (1 - u_nodes)
loop_weight = np.zeros(80)
for i, K in enumerate(K_nodes):
    n_angle = 200 + int(40 / K)
    theta = (np.arange(n_angle) + 0.5) * np.pi / n_angle
    cosine, sine2 = np.cos(theta), np.sin(theta) ** 2
    numerator = (n_const + n_lin * 1j * K * cosine - n_time * (K * cosine) ** 2
                 + n_space * K * K * sine2)
    angular = np.sum(sine2 * numerator / (K + 2j * cosine) ** 2).real * np.pi / n_angle
    loop_weight[i] = -K * angular / np.pi * u_weights[i] / (1 - u_nodes[i]) ** 2


def massive_photon_loop(s):
    return np.sum(loop_weight / (K_nodes ** 2 + s))


def massive_photon_formula(s):
    return quad(lambda x: x * x * (1 - x) / (x * x + (1 - x) * s), 0, 1)[0]


for s in (0.3, 2.0, 30.0):
    assert abs(massive_photon_loop(s) / massive_photon_formula(s) - 1) < 1e-5

# ---------- lepton-loop vacuum polarization ----------
z_nodes, z_weights = np.polynomial.legendre.leggauss(200)
zz = (1 - z_nodes ** 2) / 4
z_weights = z_weights / 2


def vp(r):
    """Dalpha/(alpha/pi) of a lepton loop at r = Q2/M^2."""
    return np.log1p(np.multiply.outer(r, zz)) @ (2 * z_weights * zz)


def vp_slope(r):
    """dln(Dalpha)/dln(Q2) of a lepton loop."""
    rz = np.multiply.outer(r, zz)
    return (rz / (1 + rz)) @ (2 * z_weights * zz) / vp(r)


def vp_from_trace(r):
    q = np.array([0.4, 0.7, -0.5, 0.2])
    total = 0.0
    g_nodes, g_weights = np.polynomial.legendre.leggauss(14)
    for z, w in zip((g_nodes + 1) / 2, g_weights / 2):
        trace = np.trace(gamma[1] @ (-z * slash(q) + one4)
                         @ gamma[2] @ ((1 - z) * slash(q) + one4)).real
        gap = 1 + z * (1 - z) * r
        radial = quad(lambda k: k ** 3 * (1 / (k * k + gap) ** 2 - 1 / (k * k + 1) ** 2),
                      0, np.inf)[0]
        total += 0.5 * w * trace / (q[1] * q[2]) * radial
    return total


def spectrum(y):
    """R(s) of lepton pairs at y = 4 M^2/s."""
    return (1 + y / 2) * np.sqrt(1 - y)


def spectrum_from_pairs(y):
    s = 4 / y
    energy, momentum = np.sqrt(s) / 2, np.sqrt(s / 4 - 1)
    k1 = np.array([energy, 0, 0, momentum])
    k2 = np.array([energy, 0, 0, -momentum])
    total = -sum(metric[n] * np.trace((slash(k1) + one4) @ gamma[n]
                                      @ (slash(k2) - one4) @ gamma[n]) for n in range(4))
    return momentum / energy * total.real / (4 * s)


for r in (0.5, 5.0):
    assert abs(vp_from_trace(r) / vp(r) - 1) < 1e-6
for y in (0.1, 0.5, 0.9):
    assert abs(spectrum_from_pairs(y) - spectrum(y)) < 1e-12
for r in (0.1, 3.0, 200.0):
    dispersive = quad(lambda y: r * spectrum(y) / (4 + r * y) / 3, 0, 1)[0]
    assert abs(dispersive / vp(r) - 1) < 1e-7


# ---------- spacelike integral against timelike folding of the loop ----------
def q2_of_x(x):
    return x * x / (1 - x)


def x_of_q2(q2):
    return 2 / (1 + np.sqrt(1 + 4 / q2))


def spacelike(M):
    return quad(lambda x: (1 - x) * vp(q2_of_x(x) / M ** 2), 0, 1,
                epsabs=0, epsrel=1e-9, limit=400)[0]


def timelike(M):
    total = 0.0
    for v, w in zip(u_nodes, u_weights):
        y = 1 - v * v
        total += w * 2 * v / y * spectrum(y) / 3 * massive_photon_loop(4 * M * M / y)
    return total


for M in (0.5, 1.0, 3.0):
    assert abs(timelike(M) / spacelike(M) - 1) < 1e-4
assert abs(spacelike(1.0) - (119 / 36 - np.pi ** 2 / 3)) < 1e-8
assert abs(spacelike(1e-3) - (np.log(1e3) / 3 - 25 / 36)) < 3e-3
assert abs(spacelike(100.0) * 45 * 100 ** 2 - 1) < 1e-2


# ---------- peak of the integrand in x ----------
def peak_from_slope(M):
    """Q2 at which the logarithmic slope equals x/(2-x)."""
    def mismatch(log_q2):
        q2 = np.exp(log_q2)
        return vp_slope(q2 / M ** 2) - 1 / np.sqrt(1 + 4 / q2)
    return np.exp(brentq(mismatch, np.log(1e-12), np.log(1e12)))


def maximize(function):
    return minimize_scalar(lambda x: -function(x), bounds=(0, 1), method='bounded',
                           options={'xatol': 1e-11}).x


def count_peaks(values):
    middle = values[1:-1]
    return int(np.sum((middle > values[:-2]) & (middle > values[2:])))


def pole_integrand(x, s):
    return (1 - x) * q2_of_x(x) / (q2_of_x(x) + s)


def pole_peak(s):
    return brentq(lambda x: x ** 3 - 2 * s * (1 - x) ** 2, 0, 1, xtol=1e-14)


electron_eV = const.m_e * const.c ** 2 / const.e
muon_ratio = const.value('muon-electron mass ratio')
tau_ratio = const.value('tau-electron mass ratio')
muon_eV, tau_eV = electron_eV * muon_ratio, electron_eV * tau_ratio
alpha = const.alpha
hbar_c = const.hbar * const.c / const.e * 1e10
loops = {'electron': 1 / muon_ratio, 'muon': 1.0, 'tau': tau_ratio / muon_ratio}

x_grid = np.linspace(0, 1, 10002)[1:-1]
sum_on_grid = np.zeros_like(x_grid)
peaks = {}
for name, M in loops.items():
    q2_peak = peak_from_slope(M)
    x_peak = x_of_q2(q2_peak)
    x_direct = maximize(lambda x: (1 - x) * vp(q2_of_x(x) / M ** 2))
    assert abs(x_peak - x_direct) < 1e-6
    on_grid = (1 - x_grid) * vp(q2_of_x(x_grid) / M ** 2)
    assert count_peaks(on_grid) == 1
    assert x_peak > pole_peak(4 * M * M)
    sum_on_grid += on_grid
    peaks[name] = (x_peak, q2_peak)
assert np.all(np.diff(vp_slope(np.logspace(-4, 8, 400))) < 0)

# heavy-loop and light-loop limits of the peak
for M in (1e2, 1e4):
    assert abs(peak_from_slope(M) / (np.sqrt(56 / 3) * M) - 1) < 1 / M
    assert abs(q2_of_x(pole_peak(M * M)) / (np.sqrt(2) * M) - 1) < 3 / M


def light_estimate(M):
    return brentq(lambda x: x * (np.log(q2_of_x(x) / M ** 2) - 2 / 3) - 2, 0.05, 0.9)


assert abs(light_estimate(1e-5) / x_of_q2(peak_from_slope(1e-5)) - 1) < 1e-6
assert abs(light_estimate(loops['electron']) / peaks['electron'][0] - 1) < 5e-3

# a spectrum of two well separated states can give two peaks
two_states = pole_integrand(x_grid, 1e-4) + 1e4 * pole_integrand(x_grid, 1e4)
assert count_peaks(two_states) == 2

# leptonic sum
assert count_peaks(sum_on_grid) == 1
x_sum = maximize(lambda x: (1 - x) * sum(vp(q2_of_x(x) / M ** 2) for M in loops.values()))

# narrow model state, and the same integral plotted per unit ln(Q2)
state_eV = 8.0e8
s_state = (state_eV / muon_eV) ** 2
x_state = pole_peak(s_state)
assert abs(x_state - maximize(lambda x: pole_integrand(x, s_state))) < 1e-6
step = 1e-5
for x in (0.2, 0.7, 0.95):
    q2 = q2_of_x(x)
    jacobian = (x_of_q2(q2 * np.exp(step)) - x_of_q2(q2 * np.exp(-step))) / (2 * step)
    assert abs(jacobian - x * (1 - x) / (2 - x)) < 1e-8
x_log = maximize(lambda x: pole_integrand(x, s_state) * x * (1 - x) / (2 - x))
assert x_log < x_state


def momentum_eV(x):
    return muon_eV * np.sqrt(q2_of_x(x))


# ---------- worked example ----------
print(f"inverse fine-structure constant: {1 / alpha:.6f}")
print(f"electron rest energy: {electron_eV:.6e} eV")
print(f"muon rest energy: {muon_eV:.6e} eV")
print(f"tau rest energy: {tau_eV:.5e} eV")
print(f"muon/electron mass ratio: {muon_ratio:.4f}")
print(f"tau/muon mass ratio: {loops['tau']:.4f}")
total_a = 0.0
for name, M in loops.items():
    x_peak, q2_peak = peaks[name]
    coefficient = spacelike(M)
    total_a += coefficient * (alpha / np.pi) ** 2
    print(f"[{name} loop] a/(alpha/pi)^2: {coefficient:.6e}")
    print(f"[{name} loop] a: {coefficient * (alpha / np.pi) ** 2:.5e}")
    print(f"[{name} loop] peak x: {x_peak:.5f}")
    print(f"[{name} loop] peak cQ: {momentum_eV(x_peak):.4e} eV")
    print(f"[{name} loop] peak 1/Q: {hbar_c / momentum_eV(x_peak):.4e} angstrom")
    print(f"[{name} loop] Dalpha at peak: {alpha / np.pi * vp(q2_peak / M ** 2):.4e}")
    print(f"[{name} loop] log slope at peak: {vp_slope(q2_peak / M ** 2):.5f}")
    print(f"[{name} loop] threshold bound on x: {pole_peak(4 * M * M):.5f}")
light_a = np.log(muon_ratio) / 3 - 25 / 36
heavy_a = 1 / (45 * loops['tau'] ** 2)
print(f"light-loop limit of a/(alpha/pi)^2, electron: {light_a:.5f}")
print(f"heavy-loop limit of a/(alpha/pi)^2, tau: {heavy_a:.5e}")
print(f"light-loop estimate of peak x, electron: {light_estimate(loops['electron']):.5f}")
heavy_cQ = muon_eV * np.sqrt(np.sqrt(56 / 3) * loops['tau'])
print(f"heavy-loop estimate of peak cQ, tau: {heavy_cQ:.4e} eV")
print(f"[leptonic sum] a: {total_a:.5e}")
print(f"[leptonic sum] peak x: {x_sum:.5f}")
print(f"[leptonic sum] peak cQ: {momentum_eV(x_sum):.4e} eV")
print(f"[model state] rest energy: {state_eV:.1e} eV")
print(f"[model state] peak x: {x_state:.5f}")
print(f"[model state] peak cQ: {momentum_eV(x_state):.4e} eV")
print(f"[model state] peak 1/Q: {hbar_c / momentum_eV(x_state):.4e} angstrom")
state_cQ = np.sqrt(np.sqrt(2) * muon_eV * state_eV)
print(f"[model state] heavy-state estimate of cQ: {state_cQ:.4e} eV")
print(f"[model state] x at peak per unit ln Q2: {x_log:.5f}")
print(f"[model state] cQ at peak per unit ln Q2: {momentum_eV(x_log):.4e} eV")
print(f"two-state test spectrum, number of peaks: {count_peaks(two_states)}")
print("ALL CHECKS PASSED")
```

Printed output:

```
inverse fine-structure constant: 137.035999
electron rest energy: 5.109990e+05 eV
muon rest energy: 1.056584e+08 eV
tau rest energy: 1.77686e+09 eV
muon/electron mass ratio: 206.7683
tau/muon mass ratio: 16.8170
[electron loop] a/(alpha/pi)^2: 1.094258e+00
[electron loop] a: 5.90406e-06
[electron loop] peak x: 0.26202
[electron loop] peak cQ: 3.2226e+07 eV
[electron loop] peak 1/Q: 6.1232e-05 angstrom
[electron loop] Dalpha at peak: 5.1281e-03
[electron loop] log slope at peak: 0.15076
[electron loop] threshold bound on x: 0.05508
[muon loop] a/(alpha/pi)^2: 1.568742e-02
[muon loop] a: 8.46413e-08
[muon loop] peak x: 0.84390
[muon loop] peak cQ: 2.2568e+08 eV
[muon loop] peak 1/Q: 8.7438e-06 angstrom
[muon loop] Dalpha at peak: 4.9479e-04
[muon loop] log slope at peak: 0.72995
[muon loop] threshold bound on x: 0.76393
[tau loop] a/(alpha/pi)^2: 7.807573e-05
[tau loop] a: 4.21257e-10
[tau loop] peak x: 0.98665
[tau loop] peak cQ: 9.0226e+08 eV
[tau loop] peak 1/Q: 2.1870e-06 angstrom
[tau loop] Dalpha at peak: 3.8866e-05
[tau loop] log slope at peak: 0.97365
[tau loop] threshold bound on x: 0.97962
light-loop limit of a/(alpha/pi)^2, electron: 1.08276
heavy-loop limit of a/(alpha/pi)^2, tau: 7.85757e-05
light-loop estimate of peak x, electron: 0.26232
heavy-loop estimate of peak cQ, tau: 9.0063e+08 eV
[leptonic sum] a: 5.98912e-06
[leptonic sum] peak x: 0.26478
[leptonic sum] peak cQ: 3.2627e+07 eV
[model state] rest energy: 8.0e+08 eV
[model state] peak x: 0.91788
[model state] peak cQ: 3.3842e+08 eV
[model state] peak 1/Q: 5.8309e-06 angstrom
[model state] heavy-state estimate of cQ: 3.4574e+08 eV
[model state] x at peak per unit ln Q2: 0.77238
[model state] cQ at peak per unit ln Q2: 1.7106e+08 eV
two-state test spectrum, number of peaks: 2
ALL CHECKS PASSED
```
